# Skewness of a telegraph signal from one oxide trap

## Problem

A small n-channel silicon transistor is held at fixed gate and drain voltage. One trap in the gate oxide captures an electron from the channel and later returns it. A trapped electron repels channel electrons and lowers the drain current, so the current jumps between two levels: high when the trap is empty, low when it is filled.

The levels are $I_{\rm high}=1000$ nA and $I_{\rm low}=980$ nA. The mean dwell times are $\tau_{\rm high}=2$ ms and $\tau_{\rm low}=8$ ms, and the temperature is 300 K. These are round model parameters. The signal is stationary: its statistical properties do not drift.

The skewness of a fluctuating current is

$$
S=\frac{\langle (I-\langle I\rangle)^3\rangle}{\langle (I-\langle I\rangle)^2\rangle^{3/2}},
$$

where the angle brackets denote an average over a very long time. It is dimensionless, and it is positive when the larger excursions from the mean point upward.

(a) Find the skewness of an ideal two-level signal that is high for a fraction $p$ of the time, and evaluate it for this trap.

(b) Can $p$ be recovered from the skewness?

(c) The amplifier adds independent Gaussian noise of zero mean and rms value $\sigma=1$ nA. What skewness results, and how small must $\sigma$ be for the loss to stay below 1 percent?

(d) The record lasts 10 s. How uncertain is the skewness obtained from it, if the dwell times are exponentially distributed and noise is ignored?

(e) How does the skewness respond if the trap level moves by 1 meV relative to the Fermi level?

## Hints

1. Write the current as $I=I_{\rm low}+a\,n$, where $a$ is the step and $n$ is 0 or 1. A long-time average then has two terms, weighted by the fractions of time spent at the two levels.
2. For (b), use $d=1-2p$ as the unknown and express $p(1-p)$ through it.
3. For (c), expand the second and third powers of signal plus noise. Independence turns the average of a product into a product of averages.
4. For (d), the record yields a measured fraction that scatters about $p$. Its variance follows from the time correlation of $n$. Carry the scatter over to $S$ with a derivative.
5. For (e), the ratio of empty time to filled time is a ratio of equilibrium weights.

## Solution

### (a) The two-level signal

The fraction of time spent high is the mean high dwell divided by the mean length of a full cycle:

$$
p=\frac{\tau_{\rm high}}{\tau_{\rm high}+\tau_{\rm low}}=\frac{2}{2+8}=0.20 .
$$

With $a=I_{\rm high}-I_{\rm low}=20$ nA, the mean current is $\langle I\rangle=I_{\rm low}+ap=980+20\times0.20=984$ nA. The deviation $x=I-\langle I\rangle=a(n-p)$ equals $a(1-p)$ for a fraction $p$ of the time and $-ap$ for the remaining fraction $1-p$. The variance is therefore

$$
V=p\,a^2(1-p)^2+(1-p)\,a^2p^2
=a^2p(1-p)\big[(1-p)+p\big]=a^2p(1-p).
$$

In the third moment the low level enters with a minus sign, because its deviation is negative:

$$
M_3=p\,a^3(1-p)^3-(1-p)\,a^3p^3
=a^3p(1-p)\big[(1-p)^2-p^2\big].
$$

The bracket is a difference of squares, $[(1-p)-p]\,[(1-p)+p]=1-2p$, so

$$
M_3=a^3p(1-p)(1-2p).
$$

On dividing by $V^{3/2}=a^3[p(1-p)]^{3/2}$ the step cancels:

$$
S_0=\frac{1-2p}{\sqrt{p(1-p)}} .
$$

For this trap $V=400\times0.16=64\ {\rm nA}^2$, which is a standard deviation of 8 nA, and $M_3=8000\times0.16\times0.6=768\ {\rm nA}^3$. Hence

$$
S_0=\frac{768}{8^3}=\frac{768}{512}=1.5 .
$$

The high level lies 16 nA above the mean and is visited rarely; the low level lies 4 nA below it and is visited often. Cubing favours the large excursion, which makes the skewness positive. If the signal were high for 80 percent of the time, $1-2p$ would change sign while $p(1-p)$ would not, and the skewness would be $-1.5$. At $p=1/2$ it vanishes.

The derivation used the two levels and the fractions of time spent at them. The result therefore does not depend on the step, on the offset, or on how the individual dwell times are distributed, as long as $p$ is the same.

### (b) From skewness back to the fraction

Let $d=1-2p$. Then $p=(1-d)/2$ and $1-p=(1+d)/2$, so $p(1-p)=(1-d^2)/4$. Squaring $S_0$ gives

$$
S_0^2=\frac{4d^2}{1-d^2}
\quad\Rightarrow\quad
S_0^2=d^2(4+S_0^2)
\quad\Rightarrow\quad
d=\frac{S_0}{\sqrt{4+S_0^2}} .
$$

The positive root belongs here because $d$ and $S_0$ have the same sign. Thus

$$
p=\frac12\left(1-\frac{S_0}{\sqrt{4+S_0^2}}\right).
$$

For $S_0=1.5$ the square root is $\sqrt{6.25}=2.5$, and $p=(1-0.6)/2=0.20$. The fraction is recovered uniquely, provided that the signal is known to have two levels. Variation 1 shows what happens when it has more.

### (c) How small is negligible noise?

The recorded deviation is $x+\eta$, where the noise $\eta$ is independent of $x$. Both have zero mean, so

$$
\langle(x+\eta)^2\rangle=V+2\langle x\rangle\langle\eta\rangle+\sigma^2=V+\sigma^2,
$$

$$
\langle(x+\eta)^3\rangle=M_3+3V\langle\eta\rangle+3\langle x\rangle\sigma^2+\langle\eta^3\rangle=M_3 .
$$

The last term vanishes because a Gaussian is symmetric. The noise widens the distribution without adding to its asymmetry:

$$
S=\frac{M_3}{(V+\sigma^2)^{3/2}}=S_0\left(1+\frac{\sigma^2}{V}\right)^{-3/2}.
$$

Here $\sigma^2/V=1/64=0.0156$ and $S=1.466$, which is 2.3 percent below the ideal value. A loss of 1 percent corresponds to $(1+\sigma^2/V)^{-3/2}=0.99$. Solving for $\sigma$ with $V=a^2p(1-p)$ gives

$$
\frac{\sigma}{a}=\sqrt{p(1-p)\left(0.99^{-2/3}-1\right)}=0.033 ,
$$

or 0.66 nA for the 20 nA step. At $p=0.20$, noise is thus negligible at the 1 percent level when its rms value is below about one thirtieth of the step.

This limit depends on $p$. For rare pulses, $p\ll1$, the ideal skewness grows as $1/\sqrt p$. With noise present, $V\approx a^2p$ and $M_3\approx a^3p$, so that

$$
S\approx\frac{a^3p}{(a^2p+\sigma^2)^{3/2}} .
$$

Once $p$ is far below $\sigma^2/a^2$, this becomes $p\,a^3/\sigma^3$ and tends to zero. However small the noise, sufficiently rare pulses are lost in it as far as the skewness is concerned.

### (d) The finite record

For exponential dwells the switching rates are constant: $1/\tau_{\rm low}$ upward and $1/\tau_{\rm high}$ downward. The probability $P(t)$ of finding the current high obeys

$$
\frac{dP}{dt}=\frac{1-P}{\tau_{\rm low}}-\frac{P}{\tau_{\rm high}}=-\frac{P-p}{\tau_0},
\qquad
\frac1{\tau_0}=\frac1{\tau_{\rm high}}+\frac1{\tau_{\rm low}} .
$$

The second form holds because $\tau_0/\tau_{\rm low}=\tau_{\rm high}/(\tau_{\rm high}+\tau_{\rm low})=p$. Here $\tau_0=1.6$ ms. A known initial deviation $n-p$ thus decays on average as $e^{-t/\tau_0}$. Since $\langle(n-p)^2\rangle=p(1-p)$, the correlation of $n-p$ at two times separated by $t$ is $p(1-p)e^{-t/\tau_0}$.

The fraction measured in a record of length $T$ is $\hat p=T^{-1}\int_0^T n\,dt$. Its variance is the double time integral of the correlation divided by $T^2$. Pairs of times with separation $t$ occur with weight $2(T-t)$, so

$$
\operatorname{var}\hat p=\frac{2p(1-p)}{T^2}\int_0^T(T-t)\,e^{-t/\tau_0}\,dt
\approx\frac{2p(1-p)\tau_0}{T} .
$$

The integral equals $T\tau_0-\tau_0^2(1-e^{-T/\tau_0})$, and the second part is negligible for $T\gg\tau_0$. With $T=10$ s the standard error of $\hat p$ is 0.0072.

To carry this over to the skewness, set $w=p(1-p)$, so that $dw/dp=1-2p$. Then

$$
\frac{dS_0}{dp}=-\frac{2}{w^{1/2}}-\frac{(1-2p)^2}{2w^{3/2}}
=-\frac{4w+(1-2p)^2}{2w^{3/2}}=-\frac{1}{2w^{3/2}},
$$

because $4p(1-p)+(1-2p)^2=1$. At $p=0.20$ the slope is $-7.8$. To first order in the scatter, the standard error of the skewness is

$$
\delta S=\frac{1}{2w^{3/2}}\sqrt{\frac{2w\tau_0}{T}}
=\frac{1}{2p(1-p)}\sqrt{\frac{2\tau_0}{T}}=0.056 .
$$

A simulation of 3000 records of 10 s, each built from random exponential dwells and begun at the start of a high dwell, gives a scatter of 0.056 as well. One such record therefore yields $1.50\pm0.06$, although it holds about a thousand cycles. The error falls as $1/\sqrt T$; a standard error of 0.01 takes about 310 s, during which the device must remain stationary.

### (e) Moving the trap level

Let $\varepsilon=E_T-E_F$ be the trap level measured from the Fermi level of the channel electrons. Assume that the trap is in equilibrium with them, holds at most one electron, and has one state when empty and one when filled. The empty trap has weight 1 and the filled trap has weight $e^{-\varepsilon/kT}$. High current means an empty trap, so

$$
\frac{p}{1-p}=e^{\varepsilon/kT},
\qquad
\varepsilon=kT\ln\frac{\tau_{\rm high}}{\tau_{\rm low}}=25.85\ {\rm meV}\times\ln 0.25=-35.8\ {\rm meV}.
$$

The level lies below the Fermi level, as it must for a mostly filled trap with one state when empty and one when filled. Splitting the numerator of $S_0$ as $(1-p)-p$ gives

$$
S_0=\sqrt{\frac{1-p}{p}}-\sqrt{\frac{p}{1-p}}
=e^{-\varepsilon/2kT}-e^{\varepsilon/2kT}=-2\sinh\frac{\varepsilon}{2kT}.
$$

At fixed temperature, raising the level by 1 meV changes the skewness from 1.50 to 1.45, and lowering it by 1 meV gives 1.55. A higher level is empty more often, which makes the high current less rare. The shift of about 0.05 is nearly as large as the statistical error of the 10 s record. A different number of states would multiply $p/(1-p)$ by a constant. It would alter the value of $\varepsilon$ inferred from the dwell times, but not the response to a 1 meV shift from $p=0.20$.

## Variation 1: a second trap

*A second, independent trap adds a step of 5 nA and is empty half the time. What is the skewness now?*

Let $x_1$ and $x_2$ be the deviations due to the two traps. In $\langle(x_1+x_2)^2\rangle$ and $\langle(x_1+x_2)^3\rangle$ every cross term contains a factor $\langle x_1\rangle$ or $\langle x_2\rangle$, which is zero. Variances and third central moments therefore add:

$$
S=\frac{M_{3,1}+M_{3,2}}{(V_1+V_2)^{3/2}} .
$$

The second trap has $V_2=25\times0.25=6.25\ {\rm nA}^2$ and $M_{3,2}=0$, since its $1-2p$ vanishes. Hence

$$
S=\frac{768}{(64+6.25)^{3/2}}=1.30 ,
$$

which is 13 percent below the one-trap value, although the second step is only a quarter of the first. Adding the 1 nA noise to the variance lowers it further, to 1.28.

For $N$ identical independent traps, each with skewness $S_0$,

$$
S=\frac{N M_3}{(N V)^{3/2}}=\frac{S_0}{\sqrt N} .
$$

Two traps that each leave the current high for 20 percent of the time give 1.06. Conversely, two identical traps with $S_0=1.5\sqrt2$ each would together show a skewness of 1.5. The formula of part (b) would then return $p=0.20$, which is true of neither trap. A histogram of the current should show two peaks before that formula is used. Two peaks are not proof of a single trap, however, because a second step comparable to the noise can stay hidden in their width.

The parameters above are meant to resemble a small silicon transistor at a drain current near 1 µA. Steps of roughly a percent of the current and dwell times of milliseconds are plausible there, but both vary widely from trap to trap and with gate voltage. The assumption that a single trap is active should therefore be checked. Including the second trap chosen here moves the skewness from 1.50 to 1.30, more than the noise, the record length or the 1 meV shift does. The sum rule also requires that the states of the traps be uncorrelated. If a filled trap changes the ratio of the other's capture and emission rates, the states become correlated and the cross terms in general no longer vanish. If it changes both rates by the same factor, the occupations stay independent and the sum rule still holds. The rule further assumes that the steps add, so that each step is the same whichever state the other trap is in. Traps that share a current path need not obey this. Suppose the second step is 4 nA while the first trap is filled and 6 nA while it is empty, and the two pairs of levels are still centred 20 nA apart. The variance is then $69\ {\rm nA}^2$, the third moment is $816\ {\rm nA}^3$, and the skewness is 1.42 instead of 1.30, although the occupations are independent.

## Variation 2: a slow amplifier

*The ideal one-trap signal, with exponential dwells, passes through a one-pole low-pass filter of time constant $\tau_f=0.1$ ms. What skewness is recorded?*

Let $y$ be the deviation of the output from its mean, so that $\tau_f\,dy/dt=x-y$, and let $c=\tau_f/\tau_0$. By part (d), switching makes $x$ relax on average at the rate $-x/\tau_0$, while $y$ is continuous through each jump. In the stationary state the time derivative of every average is zero. For $\langle y^2\rangle$ and $\langle xy\rangle$, after multiplication by $\tau_f$, this means

$$
0=2\langle xy\rangle-2\langle y^2\rangle,
\qquad
0=-c\langle xy\rangle+V-\langle xy\rangle,
$$

so $\langle y^2\rangle=\langle xy\rangle=V/(1+c)$. For $\langle y^3\rangle$ and $\langle xy^2\rangle$,

$$
0=3\langle xy^2\rangle-3\langle y^3\rangle,
\qquad
0=-c\langle xy^2\rangle+2\langle x^2y\rangle-2\langle xy^2\rangle .
$$

The average $\langle x^2y\rangle$ follows from $n^2=n$, which gives $x^2=a^2[(1-2p)n+p^2]$. Inserting $n=p+x/a$ turns this into $x^2=V+a(1-2p)x$. Since $\langle y\rangle=0$ and $a(1-2p)V=M_3$,

$$
\langle x^2y\rangle=a(1-2p)\langle xy\rangle=\frac{M_3}{1+c},
\qquad
\langle y^3\rangle=\frac{2M_3}{(1+c)(2+c)} .
$$

Dividing by $\langle y^2\rangle^{3/2}=V^{3/2}/(1+c)^{3/2}$ gives

$$
S=S_0\,\frac{2\sqrt{1+c}}{2+c} .
$$

Here $c=0.1/1.6=0.0625$ and $S=1.499$. The effect is weak because, to first order in $c$, both $\langle y^3\rangle$ and $\langle y^2\rangle^{3/2}$ fall by the same factor $1-3c/2$. What remains is a relative loss of $c^2/8$.

A slow filter does matter. For $\tau_f=4.8$ ms, $c=3$ and the factor is $4/5$, so $S=1.20$. A simulated sequence of 200 000 high–low cycles, with the filter response integrated analytically within each dwell, gives 1.203. For $c\gg1$ the skewness falls as $2S_0/\sqrt c$: the output then averages over many switching events, and its distribution loses its asymmetry.
